**Central-difference and frozen-orbital tests of ultrasoft forces**

The program tests the force $F=F_{\rm ion}+F_{\rm aug}+F_{\rm proj}+F_S$ in a one-dimensional plane-wave model with two ions and four electrons. The terms come from the ion potentials, the moving augmentation functions, the moving projectors and the moving overlap operator $S$. It asserts that each term agrees with a frozen-orbital energy difference, and that the total agrees with differences of self-consistent energies, to within $10^{-6}$ Ha/bohr. The overlap term is obtained without eigenvalues, by restoring the orthonormality of the frozen orbitals. The program also asserts that the rms error is smallest, among five displacements, at $h^*=(3\sigma/|E'''|)^{1/3}$, where $\sigma$ is the standard deviation of the energy noise and $E'''$ the third derivative of the energy. The output gives $h^*=0.0040$ bohr for a residual limit of $10^{-2}$ electron, with observed errors within about 30% of the predicted ones. It also shows that a fixed number of cycles from a reproducible start leaves a nearly constant bias in the slope instead of $1/h$ noise.

## Numerical check

```python
"""Central-difference verification of ultrasoft-pseudopotential forces.

Result under test: F = F_ion + F_aug + F_proj + F_S equals -dE/dR, and with
independent energy noise sigma the best central-difference displacement is
h* = (3 sigma/|E'''|)**(1/3), with rms force error |E'''| h*^2/sqrt(12).
Model: periodic 1D cell, plane waves, two ions, Hartree atomic units.
beta: projectors; Q: augmentation functions; q: their integrals;
S = 1 + sum q |beta><beta|; rho: projector occupations; n: electron density.
F_ion: ion repulsion and local potential; F_aug: moving Q; F_proj: moving
beta in the energy; F_S: moving beta in the orthonormality constraint.
"""
import numpy as np
from types import SimpleNamespace
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy import constants as sc

# Cell, basis and grid (the odd grid holds all products of two orbitals).
L, M, NG = 12.0, 18, 75
m_pw = np.arange(-M, M + 1)
K = 2 * np.pi * m_pw / L
G = 2 * np.pi * np.fft.fftfreq(NG, 1 / NG) / L
x = L * np.arange(NG) / NG
dx = L / NG
pair_index = (m_pw[:, None] - m_pw[None, :]) % NG

# Model parameters.
R = np.array([4.0, 6.3])
Z = np.array([3.0, 2.6])
ion_width = np.array([0.45, 0.50])
beta_width = np.array([0.55, 0.60])
aug_width = np.array([0.40, 0.45])
q = np.array([np.diag([0.35, 0.25]), np.diag([0.30, 0.20])])
dipole = np.array([0.12, 0.10])
D0 = np.array([np.diag([0.5, 0.4]), np.diag([0.4, 0.3])])
U, KAPPA = 1.0, 1.0
XC_A, XC_B = 0.2, 1.0
OCC, NBAND, MIX = 2.0, 2, 0.4
W = 2 * U * KAPPA / (G**2 + KAPPA**2)


def to_grid(f_g):
    return np.fft.ifft(f_g, axis=-1).real / dx


def ion_potential_g(r):
    return np.array([-Z[a] * W * np.exp(-G**2 * ion_width[a]**2 / 2
                     - 1j * G * r[a]) for a in range(2)])


def augmentation_g(r):
    out = np.zeros((2, 2, 2, NG), complex)
    for a in range(2):
        shape = np.exp(-G**2 * aug_width[a]**2 / 2 - 1j * G * r[a])
        for i in range(2):
            out[a, i, i] = q[a, i, i] * shape
        out[a, 0, 1] = out[a, 1, 0] = -1j * G * dipole[a] * shape
    return out


def projectors(r):
    out = np.zeros((2, 2, K.size), complex)
    for a in range(2):
        w = beta_width[a]
        even = (4 * np.pi * w**2)**0.25 / np.sqrt(L) * np.exp(
            -K**2 * w**2 / 2 - 1j * K * r[a])
        out[a] = even, -1j * np.sqrt(2) * K * w * even
    return out


def system(r_ion, r_aug=None, r_proj=None):
    """Model with separately movable ion, augmentation and projector centres."""
    r_aug = r_ion if r_aug is None else r_aug
    r_proj = r_ion if r_proj is None else r_proj
    s = SimpleNamespace(r=np.array(r_ion))
    s.v_loc = to_grid(ion_potential_g(r_ion).sum(axis=0))
    s.Q = to_grid(augmentation_g(r_aug))
    s.beta = projectors(r_proj)
    s.S = np.eye(K.size) + nonlocal_matrix(s.beta, q)
    s.e_ion = Z[0] * Z[1] / L * np.sum(
        W * np.exp(-G**2 * np.sum(ion_width**2) / 2)
        * np.cos(G * (r_ion[0] - r_ion[1])))
    return s


def nonlocal_matrix(beta, strength):
    return sum(beta[a].T @ strength[a] @ beta[a].conj() for a in range(2))


def density(C, s):
    box = np.zeros((C.shape[1], NG), complex)
    box[:, m_pw % NG] = C.T
    psi = np.fft.ifft(box, axis=1) * NG / np.sqrt(L)
    P = s.beta.conj() @ C
    rho = OCC * (P.conj() @ P.transpose(0, 2, 1)).real
    n = OCC * np.sum(abs(psi)**2, axis=0)
    return n + np.tensordot(rho, s.Q, axes=3), rho


def energy(C, s):
    n, rho = density(C, s)
    kinetic = OCC * np.sum(K[:, None]**2 / 2 * abs(C)**2)
    hartree = 0.5 / L * np.sum(W * abs(dx * np.fft.fft(n))**2)
    xc = -XC_A * dx * np.sum(n**2 / (1 + XC_B * n))
    return (kinetic + np.sum(D0 * rho) + dx * np.sum(s.v_loc * n)
            + hartree + xc + s.e_ion)


def potential(n, s):
    v_xc = -XC_A * (2 * n + XC_B * n**2) / (1 + XC_B * n)**2
    return s.v_loc + np.fft.ifft(W * np.fft.fft(n)).real + v_xc


def solve(v, s):
    H = (np.fft.fft(v) / NG)[pair_index] + np.diag(K**2 / 2)
    H = H + nonlocal_matrix(s.beta, D0 + dx * (s.Q @ v))
    return eigh(H, s.S, subset_by_index=[0, NBAND])


def start_density(s):
    """Two electrons in a Gaussian on each ion."""
    return to_grid(sum(2 * np.exp(-G**2 * 0.8**2 / 2 - 1j * G * c)
                       for c in s.r))


def scf(s, n_in, tol=1e-11, cycles=600):
    """Linear mixing; residual is the integral of |n_out - n_in|."""
    for cycle in range(1, cycles + 1):
        eps, C = solve(potential(n_in, s), s)
        C = C[:, :NBAND]
        n_out = density(C, s)[0]
        residual = dx * np.sum(abs(n_out - n_in))
        if residual < tol:
            break
        n_in = n_in + MIX * (n_out - n_in)
    assert residual < tol or tol == 0.0, "self-consistency not reached"
    return SimpleNamespace(C=C, eps=eps, n=n_out, E=energy(C, s),
                           cycles=cycle)


def force_terms(state, s, a):
    """Analytic ion, augmentation, projector and overlap forces on ion a."""
    n, rho = density(state.C, s)
    v = potential(n, s)
    D = D0[a] + dx * (s.Q[a] @ v)
    repulsion = Z[0] * Z[1] / L * np.sum(
        W * np.exp(-G**2 * np.sum(ion_width**2) / 2)
        * G * np.sin(G * (s.r[a] - s.r[1 - a])))
    dv = to_grid(-1j * G * ion_potential_g(s.r)[a])
    dQ = to_grid(-1j * G * augmentation_g(s.r)[a])
    P = s.beta[a].conj() @ state.C
    dP = (-1j * K * s.beta[a]).conj() @ state.C
    drho = OCC * (np.einsum('in,jn->nij', dP.conj(), P)
                  + np.einsum('in,jn->nij', P.conj(), dP)).real
    f_ion = repulsion - dx * np.sum(n * dv)
    f_aug = -np.sum(rho[a] * (dx * (dQ @ v)))
    f_proj = -np.sum(D * drho)
    f_s = np.sum(state.eps[:NBAND, None, None] * q[a] * drho)
    return np.array([f_ion, f_aug, f_proj, f_s])


def slope(f, h):
    return (f(h) - f(-h)) / (2 * h)


def refined_slope(f, h=0.01):
    """Two central differences combined to cancel the h^2 error."""
    return (4 * slope(f, h / 2) - slope(f, h)) / 3


def moved(h, a=0):
    r = R.copy()
    r[a] += h
    return r


def restored(C, s):
    """Frozen orbitals made S-orthonormal symmetrically."""
    val, vec = np.linalg.eigh(C.conj().T @ s.S @ C)
    return C @ (vec / np.sqrt(val)) @ vec.conj().T


# Tightly converged reference and analytic forces.
ref_sys = system(R)
ref = scf(ref_sys, start_density(ref_sys))
terms = force_terms(ref, ref_sys, 0)
F = terms.sum()
F_other = force_terms(ref, ref_sys, 1).sum()
gap = ref.eps[NBAND] - ref.eps[NBAND - 1]
electrons = dx * ref.n.sum()
assert gap > 0.05
assert abs(electrons - OCC * NBAND) < 1e-9


def tight_energy(h, a=0):
    return scf(system(moved(h, a)), ref.n).E


F_scf = -refined_slope(tight_energy)
F_other_scf = -refined_slope(lambda h: tight_energy(h, 1))
assert abs(F_scf - F) < 1e-6 and abs(F_other_scf - F_other) < 1e-6
assert abs(F + F_other) < 1e-4

# Frozen orbitals: displace one set of centres at a time.
C = ref.C
frozen = np.array([
    -refined_slope(lambda h: energy(C, system(moved(h), R, R))),
    -refined_slope(lambda h: energy(C, system(R, moved(h), R))),
    -refined_slope(lambda h: energy(C, system(R, R, moved(h))))])
F_plain = -refined_slope(lambda h: energy(C, system(moved(h))))


def restored_energy(h):
    s = system(moved(h))
    return energy(restored(C, s), s)


F_restored = -refined_slope(restored_energy)
F_s_frozen = F_restored - F_plain
assert np.max(abs(frozen - terms[:3])) < 1e-6
assert abs(F_plain - terms[:3].sum()) < 1e-6
assert abs(F_s_frozen - terms[3]) < 1e-6
assert abs(F_restored - F) < 1e-6
assert abs(terms[3]) > 1e-3 and abs(terms[1]) > 1e-3
s_shift = system(moved(0.01))
drift_plain = dx * density(C, s_shift)[0].sum() - electrons
drift_restored = dx * density(restored(C, s_shift), s_shift)[0].sum() - electrons
assert abs(drift_restored) < 1e-10 < abs(drift_plain)
excess = []
for h in (0.04, 0.02):
    lift = [restored_energy(d) - tight_energy(d) for d in (h, -h)]
    assert min(lift) > 0
    excess.append(np.mean(lift))
assert 3.6 < excess[0] / excess[1] < 4.4

# Third derivative from forces predicts the truncation error of energies.
step = 0.02
F_side = []
for h in (step, -step):
    s = system(moved(h))
    F_side.append(force_terms(scf(s, ref.n), s, 0).sum())
E3 = -(F_side[0] - 2 * F + F_side[1]) / step**2
truncation = slope(tight_energy, step) + F
assert abs(truncation / (E3 * step**2 / 6) - 1) < 0.05

# Self-consistency noise: random starting densities, loose stopping.
rng = np.random.default_rng(7)
angles = 2 * np.pi * np.outer(np.arange(1, 6), x) / L


def noisy_states(s, tol, count):
    base = start_density(s)
    return [scf(s, base + 0.05 * (rng.normal(size=5) @ np.cos(angles)
                                  + rng.normal(size=5) @ np.sin(angles)), tol)
            for _ in range(count)]


tolerances = (1e-2, 1e-3)
sigma, e_rms, f_rms = [], [], []
for tol in tolerances:
    states = noisy_states(ref_sys, tol, 60)
    e_err = np.array([st.E for st in states]) - ref.E
    f_err = np.array([force_terms(st, ref_sys, 0).sum() for st in states]) - F
    assert e_err.min() > -1e-11
    sigma.append(e_err.std(ddof=1))
    e_rms.append(np.sqrt(np.mean(e_err**2)))
    f_rms.append(np.sqrt(np.mean(f_err**2)))
e_power = np.log10(e_rms[0] / e_rms[1])
f_power = np.log10(f_rms[0] / f_rms[1])
assert 1.5 < e_power < 2.5 and 0.6 < f_power < 1.4


def predicted_rms(h, noise):
    return np.sqrt((E3 * h**2 / 6)**2 + noise**2 / (2 * h**2))


h_best = [(3 * sg / abs(E3))**(1 / 3) for sg in sigma]
least_rms = abs(E3) * h_best[0]**2 / np.sqrt(12)
least_bound = abs(E3) * h_best[0]**2 / 2
for law, least in ((lambda h: predicted_rms(h, sigma[0]), least_rms),
                   (lambda h: abs(E3) * h**2 / 6 + sigma[0] / h, least_bound)):
    fit = minimize_scalar(lambda t: np.log(law(np.exp(t))), method='bounded',
                          bounds=(np.log(h_best[0] / 20),
                                  np.log(h_best[0] * 20)))
    assert abs(np.exp(fit.x) / h_best[0] - 1) < 1e-3
    assert abs(np.exp(fit.fun) / least - 1) < 1e-6

# Observed error around the predicted optimum.
scan = []
for factor in (0.25, 0.5, 1.0, 2.0, 4.0):
    h = factor * h_best[0]
    up, down = [np.array([st.E for st in
                noisy_states(system(moved(d)), tolerances[0], 30)])
                for d in (h, -h)]
    err = (up[:, None] - down[None, :]) / (2 * h) + F
    scan.append((factor, h, np.sqrt(np.mean(err**2)),
                 predicted_rms(h, sigma[0])))
observed = np.array([row[2] for row in scan])
expected = np.array([row[3] for row in scan])
assert np.argmin(observed) == 2
assert np.all((observed / expected > 0.6) & (observed / expected < 1.6))


# A reproducible, unfinished iteration gives a bias, not 1/h noise.
def unfinished_energy(h):
    s = system(moved(h))
    return scf(s, start_density(s), tol=0.0, cycles=4).E


bias = [slope(unfinished_energy, h) - slope(tight_energy, h)
        for h in (0.02, 0.002)]
assert abs(bias[0] - bias[1]) < 0.1 * abs(bias[1])

to_ev_ang = (sc.physical_constants['Hartree energy in eV'][0]
             / (sc.physical_constants['Bohr radius'][0] * 1e10))
print(f"cell {L} bohr, {K.size} plane waves, {NG} grid points")
print(f"ion positions {R[0]}, {R[1]} bohr; strengths {Z[0]}, {Z[1]}")
print("ion widths", ion_width, "bohr")
print("projector widths", beta_width, "bohr")
print("augmentation widths", aug_width, "bohr")
print("q even, odd: ion 1", np.diag(q[0]), " ion 2", np.diag(q[1]))
print("augmentation dipoles", dipole, "bohr")
print("D0 even, odd: ion 1", np.diag(D0[0]), " ion 2", np.diag(D0[1]), "Ha")
print(f"interaction U {U} Ha, kappa {KAPPA} 1/bohr")
print(f"xc parameters a {XC_A} Ha bohr, b {XC_B} bohr; mixing {MIX}")
print(f"reference energy {ref.E:.8f} Ha after {ref.cycles} cycles")
print(f"occupied levels {ref.eps[0]:.6f}, {ref.eps[1]:.6f} Ha; gap {gap:.6f} Ha")
print(f"electron number {electrons:.8f}")
print("force on ion 1 in Ha/bohr: analytic, frozen-orbital difference")
for name, ana, num in zip(("F_ion", "F_aug", "F_proj", "F_S"), terms,
                          (*frozen, F_s_frozen)):
    print(f"  {name:7s} {ana: .8f} {num: .8f}")
print(f"total analytic force {F:.8f} Ha/bohr = {F * to_ev_ang:.6f} eV/angstrom")
print(f"total from self-consistent energies {F_scf:.8f} Ha/bohr")
print(f"total from restored frozen orbitals {F_restored:.8f} Ha/bohr")
print(f"plain frozen orbitals, all centres {F_plain:.8f} Ha/bohr")
print(f"force on ion 2: analytic {F_other:.8f}, energies {F_other_scf:.8f} Ha/bohr")
print(f"sum of the two forces {F + F_other:.1e} Ha/bohr")
print(f"electron drift at h=0.01 bohr, plain {drift_plain:.3e}")
print(f"electron drift at h=0.01 bohr, restored {drift_restored:.1e}")
print(f"restored minus SCF energy, h=0.04 bohr {excess[0]:.4e} Ha")
print(f"restored minus SCF energy, h=0.02 bohr {excess[1]:.4e} Ha")
print(f"third derivative E''' {E3:.5f} Ha/bohr^3")
print(f"slope error at h={step} bohr: seen {truncation:.4e} Ha/bohr")
print(f"slope error at h={step} bohr: E'''h^2/6 {E3 * step**2 / 6:.4e} Ha/bohr")
for i, tol in enumerate(tolerances):
    print(f"residual limit {tol:.0e} electrons: sigma {sigma[i]:.3e} Ha, "
          f"h* {h_best[i]:.5f} bohr")
    print(f"  rms energy error {e_rms[i]:.3e} Ha, "
          f"rms analytic-force error {f_rms[i]:.3e} Ha/bohr")
print(f"error powers of residual: energy {e_power:.2f}, force {f_power:.2f}")
print(f"least rms error {least_rms:.3e}, least bound {least_bound:.3e} Ha/bohr")
print("h/h*, h in bohr, observed and predicted rms error in Ha/bohr")
for factor, h, seen, law in scan:
    print(f"  {factor:4.2f} {h:.5f} {seen:.3e} {law:.3e}")
print(f"bias of 4-cycle energies: h=0.02 bohr {bias[0]:.4e} Ha/bohr")
print(f"bias of 4-cycle energies: h=0.002 bohr {bias[1]:.4e} Ha/bohr")
print("success")
```

Output:

```
cell 12.0 bohr, 37 plane waves, 75 grid points
ion positions 4.0, 6.3 bohr; strengths 3.0, 2.6
ion widths [0.45 0.5 ] bohr
projector widths [0.55 0.6 ] bohr
augmentation widths [0.4  0.45] bohr
q even, odd: ion 1 [0.35 0.25]  ion 2 [0.3 0.2]
augmentation dipoles [0.12 0.1 ] bohr
D0 even, odd: ion 1 [0.5 0.4]  ion 2 [0.4 0.3] Ha
interaction U 1.0 Ha, kappa 1.0 1/bohr
xc parameters a 0.2 Ha bohr, b 1.0 bohr; mixing 0.4
reference energy -2.66094065 Ha after 48 cycles
occupied levels -0.496478, -0.192912 Ha; gap 0.233853 Ha
electron number 4.00000000
force on ion 1 in Ha/bohr: analytic, frozen-orbital difference
  F_ion   -0.41899141 -0.41899141
  F_aug    0.06711042  0.06711042
  F_proj  -0.03820946 -0.03820946
  F_S     -0.04312715 -0.04312715
total analytic force -0.43321761 Ha/bohr = -22.276945 eV/angstrom
total from self-consistent energies -0.43321761 Ha/bohr
total from restored frozen orbitals -0.43321761 Ha/bohr
plain frozen orbitals, all centres -0.39009045 Ha/bohr
force on ion 2: analytic 0.43321761, energies 0.43321761 Ha/bohr
sum of the two forces -4.9e-15 Ha/bohr
electron drift at h=0.01 bohr, plain 3.738e-04
electron drift at h=0.01 bohr, restored 8.9e-16
restored minus SCF energy, h=0.04 bohr 7.0201e-04 Ha
restored minus SCF energy, h=0.02 bohr 1.7554e-04 Ha
third derivative E''' 0.75289 Ha/bohr^3
slope error at h=0.02 bohr: seen 5.0195e-05 Ha/bohr
slope error at h=0.02 bohr: E'''h^2/6 5.0193e-05 Ha/bohr
residual limit 1e-02 electrons: sigma 1.628e-08 Ha, h* 0.00402 bohr
  rms energy error 3.119e-08 Ha, rms analytic-force error 3.170e-05 Ha/bohr
residual limit 1e-03 electrons: sigma 1.170e-10 Ha, h* 0.00078 bohr
  rms energy error 2.104e-10 Ha, rms analytic-force error 1.603e-06 Ha/bohr
error powers of residual: energy 2.17, force 1.30
least rms error 3.509e-06, least bound 6.078e-06 Ha/bohr
h/h*, h in bohr, observed and predicted rms error in Ha/bohr
  0.25 0.00100 1.510e-05 1.146e-05
  0.50 0.00201 5.162e-06 5.753e-06
  1.00 0.00402 4.205e-06 3.509e-06
  2.00 0.00804 8.207e-06 8.230e-06
  4.00 0.01607 3.228e-05 3.242e-05
bias of 4-cycle energies: h=0.02 bohr 4.2741e-05 Ha/bohr
bias of 4-cycle energies: h=0.002 bohr 4.2729e-05 Ha/bohr
success
```
